# Herring-Vogt Coupling of Acoustic Phonons to Delta and L Valleys, part 1

(Sections cited here and not found follow in the second part.)

## The situation

An electron in the conduction band of silicon sits in one of several valleys, each an energy minimum on a cubic axis with elongated energy surfaces. A long sound wave passes through. It stretches the crystal in some regions and compresses or shears it in others, and the energy of the valley bottom varies from place to place. This variation scatters the electron.

In a valley with spherical symmetry a shear could not shift the energy to first order, and transverse waves would do nothing at that order. A valley on a cubic axis has a preferred direction. It can distinguish a stretch along that direction from a stretch across it, so a transverse wave may couple as well. The question is how strongly each kind of wave couples, as a function of the angle between its wave vector and the valley axis.

Let $\mathbf n$ be the unit vector along the valley axis: $[001]$ or an equivalent direction for a Delta valley, $[111]$ or an equivalent direction for an L valley. Let $\theta$ be the angle between the phonon wave vector $\mathbf q$ and $\mathbf n$. The band is nondegenerate apart from spin, the crystal is nonpolar, and the wavelength is long compared with the lattice constant. The electron stays in its valley.

## The linear shift of a valley edge

Let $\mathbf u(\mathbf r)$ be the displacement of the crystal. Its gradient splits into a symmetric and an antisymmetric part,

$$
\frac{\partial u_i}{\partial x_j}=\varepsilon_{ij}+\omega_{ij},\qquad
\varepsilon_{ij}=\frac12\left(\frac{\partial u_i}{\partial x_j}+\frac{\partial u_j}{\partial x_i}\right),
$$

where $\varepsilon$ is the strain and $\omega$ a small rigid rotation. Take both uniform for the moment. A rotated crystal has the same energy levels as before. Its valley points in a slightly different direction, but the energy at the bottom is unchanged. To first order the edge shift therefore depends on the strain alone:

$$
\delta E=\sum_{ij}D_{ij}\,\varepsilon_{ij},\qquad D_{ij}=D_{ji}. \tag{1}
$$

The tensor may be taken symmetric because an antisymmetric part would drop out of the sum with the symmetric $\varepsilon_{ij}$.

Strain may also move the minimum in $\mathbf k$ space. Write the band energy as $E(\mathbf k,\varepsilon)$ and the position of the minimum as $\mathbf k_0(\varepsilon)$. Then

$$
\frac{d}{d\varepsilon_{ij}}E\big(\mathbf k_0(\varepsilon),\varepsilon\big)
=\frac{\partial E}{\partial\varepsilon_{ij}}
+\frac{\partial E}{\partial\mathbf k}\cdot\frac{\partial\mathbf k_0}{\partial\varepsilon_{ij}}
=\frac{\partial E}{\partial\varepsilon_{ij}},
$$

since $\partial E/\partial\mathbf k=0$ at the minimum. The motion of the valley costs nothing at first order.

In a crystal with two atoms per cell, such as silicon, a strain also displaces the two sublattices relative to each other. For slow deformation this internal displacement is proportional to the strain, so its effect on the edge is again linear in $\varepsilon$ and is part of $D_{ij}$.

## Symmetry leaves two constants

Let $g$ be a rotation or reflection of the cubic point group that carries the valley into itself. The crystal with strain $g\varepsilon g^{T}$ is a turned copy of the crystal with strain $\varepsilon$, and the valley in question is the same one. The two shifts are equal for every $\varepsilon$, which requires

$$
g^{T}Dg=D. \tag{2}
$$

Consider a Delta valley with $\mathbf n$ along $z$. The half turn about $z$ changes the signs of $x$ and $y$, so it sends $D_{xz}$ to $-D_{xz}$ and $D_{yz}$ to $-D_{yz}$. Both must vanish. The quarter turn exchanges the roles of $x$ and $y$ with one change of sign. It gives $D_{xx}=D_{yy}$ and $D_{xy}=-D_{xy}=0$. What remains is

$$
D=\begin{pmatrix}D_\perp&0&0\\0&D_\perp&0\\0&0&D_\parallel\end{pmatrix}
=D_\perp I+(D_\parallel-D_\perp)\,\mathbf n\mathbf n .
$$

For an L valley take the $z'$ axis along $[111]$. The available rotation is a third of a turn about $z'$. The pair $(D_{x'z'},D_{y'z'})$ transforms as a vector in the plane, and no nonzero vector in a plane survives a rotation by $120^\circ$. The remaining $2\times2$ block is a symmetric matrix that commutes with this rotation. If its two eigenvalues differed, the rotation would have to carry each eigenvector into itself up to sign, which a turn by $120^\circ$ does not do. The eigenvalues are equal, and $D$ has the same form as before.

With the names $\Xi_d=D_\perp$ and $\Xi_u=D_\parallel-D_\perp$, both cases read

$$
\boxed{\;\delta E=\Xi_d\,\mathrm{tr}\,\varepsilon+\Xi_u\,\mathbf n\cdot\varepsilon\cdot\mathbf n\;} \tag{3}
$$

The constant $\Xi_d$ is the shift per unit stretch in a direction across the axis. A stretch along the axis gives $\Xi_d+\Xi_u$.

The argument needs an axis of threefold or higher symmetry. A valley along $[110]$ has only half turns and reflections, and these allow three different diagonal elements. A numerical test shows the difference. A random symmetric tensor was averaged over the operations that preserve the valley. For the Delta axis (8 operations) and the L axis (12 operations, because $-\mathbf k_0$ and $\mathbf k_0$ are equivalent there) the part outside $I$ and $\mathbf n\mathbf n$ was zero to rounding, at most about $10^{-15}$. For the $[110]$ axis (4 operations) a part of size 2.40 remained.

Two special strains show what the constants mean. A uniform dilation $\varepsilon=\eta I$ shifts every valley by $(3\Xi_d+\Xi_u)\eta$, that is, by $\Xi_d+\Xi_u/3$ per unit relative volume change. For two equivalent valleys with axes $\mathbf n$ and $\mathbf n'$ in the same strain, the difference of shifts is

$$
\delta E_{\mathbf n}-\delta E_{\mathbf n'}=\Xi_u\left(\mathbf n\cdot\varepsilon\cdot\mathbf n-\mathbf n'\cdot\varepsilon\cdot\mathbf n'\right),
$$

from which $\Xi_d$ has dropped out. The splitting of the valleys under uniaxial stress thus gives access to $\Xi_u$ alone. To find $\Xi_d$ from static energy shifts, one must compare the edge in a strained region with the edge in an unstrained region, on a common energy scale.

## From uniform strain to a wave

If the strain varies slowly over many unit cells, each region has its own edge, and an electron near the valley bottom moves in the potential energy $\delta E(\mathbf r)$. This is a statement of leading order in the ratio of lattice constant to wavelength. It leaves out one effect. In a real crystal a varying strain can polarize the medium, and the resulting electric potential is also proportional to the strain. The isotropic part of this potential contains only $\mathrm{tr}\,\varepsilon$ and can be included in $\Xi_d$. A part that follows the cubic axes would add a dependence on the direction of the wave that two constants cannot describe, and it is neglected here. For a simple class of crystals without such long-range fields, the leading-order statement that the electron moves in the potential $\delta E(\mathbf r)$ can be derived in full, with the rotation that accompanies the wave included.

Take one orbital on each site $\mathbf r$ of a Bravais lattice with $N$ sites, and a hopping $t(R)$ that depends on the bond length $R=|\mathbf R|$. The band is $E(\mathbf k)=\sum_{\mathbf R}t(R)\cos(\mathbf k\cdot\mathbf R)$. Under a uniform strain the bond length changes by $R_i\varepsilon_{ij}R_j/R$ (repeated indices are summed), while the phase between neighbouring cells can be held fixed, because the motion of the minimum does not matter. Hence

$$
\delta E=\sum_{\mathbf R}t'(R)\,\frac{R_i\varepsilon_{ij}R_j}{R}\cos(\mathbf k_0\cdot\mathbf R),
\qquad
D_{ij}=\sum_{\mathbf R}t'(R)\,\frac{R_iR_j}{R}\cos(\mathbf k_0\cdot\mathbf R). \tag{4}
$$

Now displace the sites by $\mathbf u=A\,\mathbf e\,e^{i\mathbf q\cdot\mathbf r}$, with $\mathbf e$ a real unit polarization vector. A real wave is this expression plus its complex conjugate, and the effect is linear, so the two parts can be treated separately. The hopping between $\mathbf r$ and $\mathbf r+\mathbf R$ changes by

$$
\delta t=t'(R)\,\frac{\mathbf R\cdot\mathbf e}{R}\,A\,e^{i\mathbf q\cdot\mathbf r}\left(e^{i\mathbf q\cdot\mathbf R}-1\right).
$$

Take the matrix element from the Bloch state at $\mathbf k_0-\mathbf q/2$ to that at $\mathbf k_0+\mathbf q/2$:

$$
M=\frac1N\sum_{\mathbf r,\mathbf R}e^{-i(\mathbf k_0+\mathbf q/2)\cdot\mathbf r}\,\delta t\,e^{i(\mathbf k_0-\mathbf q/2)\cdot(\mathbf r+\mathbf R)} .
$$

The exponents containing $\mathbf r$ add to zero, so the sum over sites cancels the factor $1/N$. The remaining phase factors combine as $e^{-i\mathbf q\cdot\mathbf R/2}(e^{i\mathbf q\cdot\mathbf R}-1)=2i\sin(\mathbf q\cdot\mathbf R/2)$, and

$$
M=2iA\sum_{\mathbf R}t'(R)\,\frac{\mathbf R\cdot\mathbf e}{R}\,\sin\!\left(\frac{\mathbf q\cdot\mathbf R}{2}\right)\cos(\mathbf k_0\cdot\mathbf R).
$$

Here $e^{i\mathbf k_0\cdot\mathbf R}$ was replaced by its cosine, because the other factors together are even in $\mathbf R$ and the sine part cancels between $\mathbf R$ and $-\mathbf R$. For $qR\ll1$ the sine becomes $\mathbf q\cdot\mathbf R/2$, with a relative error of about $(\mathbf q\cdot\mathbf R)^2/24$. Comparison with (4) gives

$$
M=iA\,\sum_{ij}D_{ij}\,q_i e_j . \tag{5}
$$

This is the uniform shift (1) evaluated with the amplitude of the local strain,

$$
\varepsilon_{ij}=\frac{iA}{2}\left(q_ie_j+q_je_i\right). \tag{6}
$$

The rotation $\omega$ contributes nothing, because $D_{ij}$ in (4) is symmetric.

The states were placed symmetrically about $\mathbf k_0$. For a general pair, $\mathbf k_0$ in the cosine is replaced by the midpoint of the two wave vectors. In a Delta valley this adds a correction of first order in the distance of the midpoint from the minimum, times the lattice constant. It reflects the motion of the valley with strain. At L the first-order term vanishes, because $\sin(\mathbf k_0\cdot\mathbf R)=0$ for every $\mathbf R$. The effect of this correction on a scattering rate in a Delta valley is taken up in the second half.

## Insertion of the phonon strain

From (6), $\mathrm{tr}\,\varepsilon=iA\,\mathbf q\cdot\mathbf e$ and $\mathbf n\cdot\varepsilon\cdot\mathbf n=iA(\mathbf n\cdot\mathbf q)(\mathbf n\cdot\mathbf e)$. With $\mathbf q=q\hat{\mathbf q}$ and $\mathbf n\cdot\hat{\mathbf q}=\cos\theta$, equation (3) gives

$$
M=iAq\left[\Xi_d\,\hat{\mathbf q}\cdot\mathbf e+\Xi_u\cos\theta\;\mathbf n\cdot\mathbf e\right]. \tag{7}
$$

The factor $i$ means that the energy is extremal where the strain is, a quarter wavelength from the largest displacement. Elasticity has not been used yet: (7) holds for any polarization $\mathbf e$.

## Polarizations in an isotropic solid

In an elastically isotropic solid the stress is $\sigma_{ij}=\lambda\,\delta_{ij}\,\mathrm{tr}\,\varepsilon+2\mu\,\varepsilon_{ij}$, with the Lamé constants $\lambda$ and $\mu$. The equation of motion is $\rho\,\ddot u_i=\sum_j\partial_j\sigma_{ij}$, with $\rho$ the mass density. Insert a wave of frequency $\omega_q$. The left side becomes $-\rho\omega_q^2Ae_i$. On the right, each derivative brings a factor $iq_j$, and the factor $i$ in the strain makes the product real:

$$
-\rho\omega_q^2\,\mathbf e=-\left[\lambda\,\mathbf q(\mathbf q\cdot\mathbf e)+\mu\,\mathbf q(\mathbf q\cdot\mathbf e)+\mu q^2\mathbf e\right].
$$

Divide by $-q^2$ and define $c_L=\lambda+2\mu$ and $c_T=\mu$, so that $\lambda+\mu=c_L-c_T$:

$$
\frac{\rho\omega_q^2}{q^2}\,\mathbf e=c_T\,\mathbf e+(c_L-c_T)\,\hat{\mathbf q}(\hat{\mathbf q}\cdot\mathbf e). \tag{8}
$$

The solution $\mathbf e=\hat{\mathbf q}$ has $\rho\omega_q^2/q^2=c_L$ and is the longitudinal acoustic (LA) mode. Any $\mathbf e$ perpendicular to $\mathbf q$ has $\rho\omega_q^2/q^2=c_T$. This is the degenerate pair of transverse acoustic (TA) modes. The degeneracy leaves a free choice of the two transverse vectors. A convenient one is

$$
\mathbf e_1=\frac{\mathbf n-\hat{\mathbf q}\cos\theta}{\sin\theta},\qquad \mathbf e_2=\hat{\mathbf q}\times\mathbf e_1 .
$$

The vector $\mathbf e_1$ lies in the plane of $\mathbf q$ and $\mathbf n$ and has unit length, because $|\mathbf n-\hat{\mathbf q}\cos\theta|^2=1-\cos^2\theta$. It satisfies $\mathbf n\cdot\mathbf e_1=(1-\cos^2\theta)/\sin\theta=\sin\theta$. The vector $\mathbf e_2$ is normal to that plane, so $\mathbf n\cdot\mathbf e_2=0$.

## The three couplings

Define $\Xi$ for each mode by $M=iAq\,\Xi$. Equation (7) gives

$$
\boxed{\;\Xi_{L}=\Xi_d+\Xi_u\cos^2\theta,\qquad
\Xi_{T1}=\Xi_u\sin\theta\cos\theta,\qquad
\Xi_{T2}=0\;} \tag{9}
$$

The sign of $\Xi_{T1}$ changes if $\mathbf e_1$ is reversed and has no physical meaning. If the transverse vectors are turned by an angle $\varphi$ in their plane, the couplings become $\Xi_{T1}\cos\varphi$ and $-\Xi_{T1}\sin\varphi$. The sum of their squares remains $\Xi_u^2\sin^2\theta\cos^2\theta$. Since both modes have the same frequency, this sum is what a scattering rate contains.

For a wave along the axis, $\theta=0$, the longitudinal coupling is $\Xi_d+\Xi_u$. The transverse one vanishes, because a shear of planes normal to $\mathbf n$ leaves lengths along $\mathbf n$ unchanged to first order. For a wave across the axis, $\theta=90^\circ$, the longitudinal coupling is $\Xi_d$ and the transverse one vanishes again. The transverse coupling is largest at $45^\circ$, where $\sin\theta\cos\theta=\frac12\sin2\theta$ reaches $\frac12$. There the shear stretches the crystal along $\mathbf n$ in one half of the wave and compresses it in the other.

If $-1\le\Xi_d/\Xi_u\le0$, the longitudinal coupling has a zero at $\cos^2\theta=-\Xi_d/\Xi_u$. Outside this range it has one sign at all angles. If $\Xi_u=0$, transverse waves decouple and a single constant describes the longitudinal ones.

# Second half: scattering rate and a silicon valley

## What is taken over

A valley with axis $\mathbf n$ has the deformation potentials $\Xi_d$ and $\Xi_u$, defined by the edge shift $\Xi_d\,\mathrm{tr}\,\varepsilon+\Xi_u\,\mathbf n\cdot\varepsilon\cdot\mathbf n$. A wave with displacement $A\,\mathbf e\,e^{i\mathbf q\cdot\mathbf r}$ has the matrix element $iAq\,\Xi$. In an elastically isotropic crystal $\Xi_L=\Xi_d+\Xi_u\cos^2\theta$ for the LA mode and $\Xi_{T1}=\Xi_u\sin\theta\cos\theta$ for the TA mode polarized in the plane of $\mathbf q$ and $\mathbf n$. The other TA mode does not couple. Here $\theta$ is the angle between $\mathbf q$ and $\mathbf n$, and the moduli $c=\rho\omega_q^2/q^2$ are $c_L$ and $c_T$, with $\rho$ the density.

Two deformation potentials fix how a Delta or L valley couples to long acoustic waves, and in an elastically isotropic crystal only the longitudinal mode and one transverse mode can scatter the electron. It remains to test these couplings on model crystals, derive the scattering rate, and apply it to a silicon valley with estimates of what was neglected.
